# Kaptein's Sign Rules for Radical-Pair Nuclear Polarization and Their Limits, part 2

When do Kaptein's rules give the correct signs of nuclear polarization in products of a radical pair? For the net and multiplet effects they read

\[
\Gamma_n=\mu\,\varepsilon\,\Delta g_i\,A_i ,\qquad
\Gamma_m=\mu\,\varepsilon\,A_1A_2\,J_{12}\,\sigma .
\]

Net plus means absorption (A), minus emission (E); multiplet plus means E/A, minus A/E, high-frequency line first. \(\mu=+1\) for triplet precursors and free encounters (F pairs), \(-1\) for singlets; \(\varepsilon=+1\) for recombination, \(-1\) for escape; \(\sigma=+1\) for protons in the same radical, \(-1\) otherwise. \(\Delta g_i\) is the \(g\) factor of proton \(i\)'s radical minus its partner's, \(A_i\) the hyperfine coupling, \(J_{12}\) the product's nuclear coupling.

Pair energies are angular frequencies. In field \(B\), the electrons of radicals \(a\), \(b\) precess at \(\omega_a\), \(\omega_b\) (Larmor frequency \(\omega_e\)). Neglecting electron–proton flips (secular approximation), \(S\) and \(T_0\) mix with \(q=\omega_a-\omega_b=x+2am_1+2bm_2\), where \(x=(g_a-g_b)\mu_BB/\hbar\), \(a=\pm A_1/2\), \(b=\pm A_2/2\) (minus for a proton in radical \(b\)). Proton states \(m_i=\pm\tfrac12\) are written \(\pm\); \(+\) is lower.

With recombination rate \(k_S\), escape rate \(k_e\) and exchange \(X\), the recombination yield \(\Phi\) is a constant plus \(C\,L(q)\); the escape yield is \(1-\Phi\).

\[
L(q)=\frac{q^2}{q^2+\kappa^2},\qquad
\kappa^2=k_e(k_S+k_e)\left(1+\frac{4X^2}{\Gamma^2}\right),\qquad
\Gamma=\frac{k_S}{2}+k_e
\]

\(C\) has the sign of \(\mu\): \(k_S/[3(k_S+2k_e)]\) for triplets, \(-k_Sk_e/[(k_S+k_e)(k_S+2k_e)]\) for singlets, \(k_S^2/[4(k_S+k_e)(k_S+2k_e)]\) for F pairs.

\[
\begin{aligned}
N_1&=\Phi_{++}+\Phi_{+-}-\Phi_{-+}-\Phi_{--},\\
N_2&=\Phi_{++}-\Phi_{+-}+\Phi_{-+}-\Phi_{--},\\
M&=\Phi_{++}-\Phi_{+-}-\Phi_{-+}+\Phi_{--}.
\end{aligned}
\]

The net effect is

\[
N_1=\frac{8C\kappa^2\,x\,a\,R_1}{D_+D_-},\qquad
R_1=(a^2-b^2+\kappa^2-x^2)^2+4b^2(a^2-b^2)+4\kappa^2x^2 ,
\]

with \(D_\pm=D(a\pm b)\) and

\[
D(u)=(x^2+u^2+\kappa^2)^2-4x^2u^2=(u^2+\kappa^2-x^2)^2+4\kappa^2x^2 .
\]

Exchanging \(a\) and \(b\) gives \(N_2\). The net rule for proton 1 holds wherever \(R_1>0\).

In the product, with proton frequencies \(\nu_1,\nu_2\) and spin operators \(I_{ix}\), a pulse of angle \(\theta\) gives proton 1 lines of intensity \((N_1\pm M\cos\theta)/2\) for \(m_2=\pm\tfrac12\), after division by \(\sin\theta\). For \(J_{12}>0\), \(m_2=-\tfrac12\) is the high-frequency line.

### When the net rule is safe

Let \(x\), \(a\) and \(b\) be nonzero. If \(|a|\ge|b|\), no term of \(R_1\) is negative and the last one is positive. The proton with the larger coupling therefore obeys the net rule within this model.

Now let \(|a|<|b|\). Regard \(R_1\) as a function of \(y=x^2\). Its derivative is

\[
-2(a^2-b^2+\kappa^2-y)+4\kappa^2=2(\kappa^2+b^2-a^2+y)>0 ,
\]

so \(R_1\) exceeds its value at \(y=0\). If \(\kappa^2\ge3b^2\), that value satisfies

\[
(\kappa^2-b^2+a^2)^2+4a^2b^2-4b^4\ \ge\ (\kappa^2-b^2)^2-4b^4=(\kappa^2-3b^2)(\kappa^2+b^2)\ \ge\ 0 .
\]

Hence the rule for proton 1 is guaranteed if \(|a|\ge|b|\) or \(\kappa^2\ge3b^2\). It can fail for the more weakly coupled proton when the other coupling carries \(|q|\) into the range where \(L\) flattens. Full saturation is not needed. For very small \(a\) and \(x\), \(R_1\) approaches \((\kappa^2-3b^2)(\kappa^2+b^2)\), which is negative as soon as \(|b|>\kappa/\sqrt3\), where \(L(b)\) is only one quarter. These conditions are sufficient; the exact condition is \(R_1>0\).

### The multiplet effect

The same four yields give

\[
M=C\left[L(x+u)+L(x-u)\right]_{u=a+b}-C\left[L(x+u)+L(x-u)\right]_{u=a-b}.
\]

Adding the two fractions instead of subtracting them gives

\[
\frac1{(x+u)^2+\kappa^2}+\frac1{(x-u)^2+\kappa^2}=\frac{2(x^2+u^2+\kappa^2)}{D(u)} .
\]

Let \(s=x^2+\kappa^2\) and \(v_\pm=s+(a\pm b)^2\). The constant parts of \(L\) cancel, and

\[
M=2C\kappa^2\left[\frac{v_-}{D_-}-\frac{v_+}{D_+}\right]=2C\kappa^2\,\frac{v_-D_+-v_+D_-}{D_+D_-}.
\]

Because \((a\pm b)^2=v_\pm-s\), the first form of \(D\) reads \(D_\pm=v_\pm^2-4x^2v_\pm+4x^2s\). In \(v_-D_+-v_+D_-\) the terms with \(4x^2v_+v_-\) cancel, which leaves

\[
v_-D_+-v_+D_-=(v_+-v_-)(v_+v_--4x^2s),\qquad v_+-v_-=4ab .
\]

The result is

\[
M=\frac{8C\kappa^2\,a\,b\,T}{D_+D_-},\qquad
T=\left[s+(a+b)^2\right]\left[s+(a-b)^2\right]-4x^2s .
\]

The product \(ab\) equals \(\sigma A_1A_2/4\), since each proton in radical \(b\) contributes one minus sign. Wherever \(T>0\), the sign of \(\varepsilon MJ_{12}\) is that of \(\mu\,\varepsilon\,A_1A_2J_{12}\,\sigma\), which is the multiplet rule.

Neither square bracket in \(T\) is smaller than \(s\), and for nonzero \(a\) and \(b\) at least one is larger. Therefore \(T>s^2-4x^2s=s(\kappa^2-3x^2)\), and the rule is guaranteed if \(\kappa^2\ge3x^2\). This condition limits the difference of the \(g\) factors times the field.

### Slope and curvature

For \(|a|\) and \(|b|\) much smaller than \(\kappa\), leading order gives \(D_\pm\to s^2\), \(R_1\to(\kappa^2-x^2)^2+4\kappa^2x^2=s^2\) and \(T\to s(\kappa^2-3x^2)\), so that

\[
N_1\simeq\frac{8C\kappa^2xa}{(x^2+\kappa^2)^2},\qquad
M\simeq\frac{8C\kappa^2ab\,(\kappa^2-3x^2)}{(x^2+\kappa^2)^3}.
\]

The net effect measures the slope of \(L\) at \(q=x\), since \(L'(x)=2\kappa^2x/(x^2+\kappa^2)^2\) and \(N_1\simeq4CaL'(x)\). The multiplet effect measures the curvature, \(M\simeq4CabL''(x)\). The curve \(L\) starts as a parabola and later saturates, so its curvature changes sign at \(|x|=\kappa/\sqrt3\), where its slope is largest. In this limit the multiplet effect vanishes where the net effect is strongest, and beyond that point it has the reversed sign. The position of this point belongs to the shape of \(L\) for exponential escape. If the yield grows as \(\sqrt{|q|}\), the usual limiting law for freely diffusing pairs, the curvature is negative at every nonzero \(x\), and the multiplet sign is reversed whenever \(|x|>|a|+|b|\), however small the couplings are. The thresholds in \(\kappa\) should therefore not be carried over to such pairs.

### A two-proton pair

Take a model pair with round parameters: \(B=2\) T, \(g_a-g_b=0.001\), both protons in radical \(a\), \(A_1/2\pi=-40\) MHz, \(A_2/2\pi=+60\) MHz, \(k_S=10^9\ \mathrm{s^{-1}}\), \(k_e=2\times10^8\ \mathrm{s^{-1}}\) and \(X=0\). The precursor is a triplet, and the recombination product has \(J_{12}=+8\) Hz.

In units of \(10^6\ \mathrm{rad\,s^{-1}}\), used for all frequencies of the pair below, \(x=175.9\), \(a=-125.7\), \(b=188.5\) and

\[
\kappa=\sqrt{200\times1200}=489.9 .
\]

Then \(\kappa^2=2.40\times10^5\), while \(3b^2=1.07\times10^5\) and \(3x^2=0.93\times10^5\). Both rules are guaranteed. They predict emission for proton 1 \((+\cdot+\cdot+\cdot-)\), absorption for proton 2, and A/E for the multiplet effect, because \(A_1A_2<0\).

For the state \(++\), \(q=175.9-125.7+188.5=238.7\), hence \(L=0.192\). With \(C=1000/(3\times1400)=0.238\) the yield is \(4.57\,\%\). The four yields were also computed from the full spin dynamics of 16 states, with all triplet levels and the complete isotropic hyperfine coupling:

| State \(m_1m_2\) | \(q\) | Full yield (%) | Formula (%) |
|---|---:|---:|---:|
| \(++\) | 238.7 | 4.573 | 4.568 |
| \(+-\) | −138.3 | 1.754 | 1.757 |
| \(-+\) | 490.0 | 11.912 | 11.908 |
| \(--\) | 113.1 | 1.207 | 1.204 |

The state \(-+\) mixes fastest and recombines most often. It puts proton 1 in its upper level and proton 2 in its lower level. The combinations of the full yields are

\[
\begin{aligned}
N_1&=4.57+1.75-11.91-1.21=-6.79\,\%\ (\text{rounded last}),\\
N_2&=4.57-1.75+11.91-1.21=13.52\,\%,\\
M&=4.57-1.75-11.91+1.21=-7.89\,\%\ (\text{rounded last}),
\end{aligned}
\]

with the signs that the rules give.

The largest difference between full and formula yields is \(0.0045\,\%\) in absolute yield. It falls to \(0.00045\,\%\) when the electron Larmor frequency is raised tenfold at fixed \(x\). This is the behaviour expected of the neglected hyperfine terms.

### Changing one factor at a time

The full dynamics gives, for the same rates and couplings:

| Case | \(N_1\) (%) | \(N_2\) (%) | \(M\) (%) |
|---|---:|---:|---:|
| Triplet, recombination | −6.79 | 13.52 | −7.89 |
| Singlet, recombination | 3.40 | −6.76 | 3.94 |
| F pair, recombination | −4.25 | 8.45 | −4.93 |
| Triplet, escape | 6.79 | −13.52 | 7.89 |
| Proton 2 moved to radical \(b\) | −6.78 | −13.51 | 7.90 |
| \(g_a=g_b\) | −0.01 | 0.01 | −13.11 |

All nonzero signs predicted by the rules are confirmed. The singlet values are half as large as the triplet values because \(C=-0.119\) instead of \(0.238\). For the F pair \(C=0.149\). Moving proton 2 to the other radical reverses its \(\Delta g_i\), and with it \(N_2\), and it reverses \(\sigma\), and with it \(M\).

For equal \(g\) factors the formula gives no net effect, yet \(0.01\,\%\) remains. Second-order perturbation theory accounts for it. The electron–proton flip has matrix element \(A_i/2\) and energy denominator \(\omega_e\approx3.5\times10^5\). It raises the upper electron level for \(m_i=-\tfrac12\), or lowers the lower one for \(m_i=+\tfrac12\), by \(A_i^2/4\omega_e\). Either way \(\omega_a\) increases by this amount. Both protons together act like

\[
x=\frac{251^2+377^2}{4\times3.5\times10^5}\approx0.15 ,
\]

for which the formulas give \(N_1\approx-0.006\,\%\) and \(N_2\approx0.013\,\%\), in accord with the rounded values.

### Two failures

First raise the difference of the \(g\) factors to 0.005. Then \(x=879\), far above \(\kappa/\sqrt3=283\). The net effects keep their signs, with \(N_1=-5.54\,\%\) and \(N_2=8.01\,\%\), but \(M=+2.28\,\%\) where the rule demands a negative value. The reversal point follows from \(T=0\). With \(y=x^2\) and \(G=\kappa^2+a^2+b^2\) this condition reads

\[
3y^2-2(a^2+b^2-\kappa^2)\,y-(G^2-4a^2b^2)=0 .
\]

The last bracket equals \([\kappa^2+(a+b)^2][\kappa^2+(a-b)^2]>0\), so there is one positive root. It is \(y=1.146\times10^5\), or \(x=338.5\), which corresponds to \(g_a-g_b=0.00192\). A root search on the full dynamics also gives \(g_a-g_b=0.00192\). The reversal lies above \(\kappa/\sqrt3\) because the hyperfine couplings are not small here.

Next consider a long-lived pair with \(k_S=10^8\ \mathrm{s^{-1}}\), \(k_e=2\times10^7\ \mathrm{s^{-1}}\) and \(g_a-g_b=0.0005\). Now \(\kappa=49.0\) and \(x=87.9\). The rule predicts emission for proton 1, but the full dynamics gives \(N_1=+15.82\,\%\). The four values of \(L\) show why:

| State | \(q\) | \(L\) |
|---|---:|---:|
| \(++\) | 150.8 | 0.905 |
| \(+-\) | −226.2 | 0.955 |
| \(-+\) | 402.1 | 0.985 |
| \(--\) | 25.1 | 0.208 |

Three states are close to saturation, so the large \(|q|\) of \(-+\) brings little advantage. The one slow state is \(--\), and its low yield leaves an excess of product with proton 1 in \(m_1=+\tfrac12\), about 61 % of the total. The sum \(0.905+0.955-0.985-0.208=0.667\), multiplied by \(C=0.238\), gives \(15.9\,\%\), close to the full result. Proton 2, with the larger coupling, obeys the rule, as it must.

A scan over 400 random parameter sets, including exchange and all three kinds of precursor, tested the sufficient conditions near the secular limit. All 1210 net signs and 192 multiplet signs covered by them agreed with the rules; effects below \(2\times10^{-5}\) in yield were left out. Outside the conditions 48 net and 534 multiplet signs were reversed. All these counts include both recombining and escaping pairs. Since the two yields add up to one in each nuclear state, the escape signs mirror the recombination signs, and only half of each count is independent. For escaping pairs with \(\sigma=-1\) the multiplet sign is that of the population combination at escape, not that of a product spectrum. The numbers of reversals depend on the chosen parameter ranges, so they are not failure rates for real reactions.

### The spectrum of the product

Place the protons at \(\pm200\) Hz from the centre. The product is taken to be diagonal in the eigenstates of its nuclear Hamiltonian. This means that the small coherence between \(+-\) and \(-+\) has averaged out, as it does when the product forms over a time long compared with \(1/|\nu_1-\nu_2|=2.5\) ms. For a pulse applied right after formation the first intensity column below would read 0.42, −7.36, 10.80 and 2.88, while the other two columns would change by less than 0.01. With a flip angle of \(5.7^\circ\) and with \(90^\circ\), diagonalizing the nuclear Hamiltonian of the product gives these intensities, in the units of the yields:

| Offset (Hz) | \(5.7^\circ\) | \(90^\circ\) | \(5.7^\circ\), \(g_a=g_b\) |
|---:|---:|---:|---:|
| 204 | 0.52 | −3.43 | 6.39 |
| 196 | −7.46 | −3.36 | −6.65 |
| −196 | 10.90 | 6.79 | 6.66 |
| −204 | 2.78 | 6.73 | −6.38 |

The last column is a pure multiplet effect: each doublet shows A/E. In the first intensity column both effects are present. Proton 1 has net emission, yet its high-frequency line is weakly in absorption, since \((N_1-M)/2\) is slightly positive. The net rule thus concerns the sum over a doublet, not each line. At \(90^\circ\) the lines of each doublet are nearly equal, as the factor \(\cos\theta\) requires.

The small remaining differences come from the coupling of the two protons. The flip-flop part of \(J_{12}\) mixes the states \(+-\) and \(-+\) with amplitude \(J_{12}/[2(\nu_1-\nu_2)]=8/800=0.01\). Transition amplitudes of \(I_{1x}+I_{2x}\) change by \(1\,\%\), upward for the inner lines and downward for the outer ones. At small flip angle, with that coherence averaged out, the intensity is the squared amplitude times the population difference, so its magnitude changes by \(2\,\%\) in the same sense, as in the two \(5.7^\circ\) columns. At \(90^\circ\) the pulse produces \(\tfrac{N_1}{2}I_{1x}+\tfrac{N_2}{2}I_{2x}\). A line of proton 1 then receives \(N_1\pm0.01N_2\) from the excitation and the factor \(1\pm0.01\) from the detection, and likewise for proton 2. To first order every inner line is shifted by \(+0.01(N_1+N_2)/2=+0.03\) and every outer line by \(-0.03\). For proton 1, which is in emission, the outer line is therefore the stronger one.

The four yields add up to \(19.45\,\%\). The polarization of proton 1 in the newly formed product is therefore \(-6.79/19.45=-35\,\%\), and that of proton 2 is \(+70\,\%\). At 300 K and 85.2 MHz the equilibrium polarization is \(6.8\times10^{-6}\), so the ratios are about \(-5\times10^4\) and \(+1\times10^5\). They refer to product molecules at the moment of formation. Nuclear relaxation and product already at equilibrium make the ratios found in a spectrum smaller in magnitude, and neither is included here. The values behind this example are listed in the numerical output that follows.

## Calculated quantities

```
field B = 2.0 T, mean g = 2.003, delta g = 0.0010
A1/2pi = -40 MHz, A2/2pi = 60 MHz
kS = 1.0e+09 1/s, ke = 2.0e+08 1/s, exchange X = 0
x = 175.88, a = -125.66, b = 188.50 (1e6 rad/s)
kappa = 489.90, kappa/sqrt3 = 282.84 (1e6 rad/s)
state (m1 m2): q (1e6 rad/s), full yield %, formula yield %
  ++:   238.71    4.573    4.568
  +-:  -138.28    1.754    1.757
  -+:   490.04   11.912   11.908
  --:   113.05    1.207    1.204
formula N1, N2, M (%): -6.787 13.516 -7.893
largest yield deviation: 0.00454 %; at 10x Larmor frequency, same x: 0.000450 %
slow pair: kS = 1.0e+08 1/s, ke = 2.0e+07 1/s, kappa = 48.99 1e6 rad/s
case: full-dynamics N1 N2 M (%) | rule signs N1 N2 M
  triplet, recomb.      -6.79   13.52   -7.89 | - + -
  singlet, recomb.       3.40   -6.76    3.94 | + - +
  F pair, recomb.       -4.25    8.45   -4.93 | - + -
  triplet, escape        6.79  -13.52    7.89 | + - +
  protons in a and b    -6.78  -13.51    7.90 | - - +
  delta g = 0           -0.01    0.01  -13.11 | 0 0 -
  delta g = 0.005       -5.54    8.01    2.28 | - + -
  slow, dg = 0.0005     15.82   17.26  -19.66 | - + -
multiplet reversal at delta g = 0.001924 (full), 0.001925 (formula)
proton frequency 85.155 MHz, shifts +-200 Hz, J = 8 Hz
flip angle 5.73 deg; line intensities in %:
offset (Hz): delta g=0.001, same at 90 deg, delta g=0
    204.04:    0.517   -3.427    6.387
    196.04:   -7.464   -3.359   -6.653
   -196.04:   10.897    6.793    6.657
   -204.04:    2.782    6.726   -6.383
thermal proton polarization at 300 K: 6.811e-06
proton 1: polarization -34.93 %, enhancement -51281
proton 2: polarization 69.55 %, enhancement 102113
scan: 1210 net and 192 multiplet signs as predicted
outside the sufficient conditions: 48 net and 534 multiplet reversals
scan: largest formula deviation 5.6e-07 (yield fraction)
```
